# Nickel and silicon flux fractions from inert markers in a silicide

## Problem

A nickel film of thickness $h$ lies on a thick silicon wafer. Inert markers were placed at the contact plane before any reaction. On annealing, a planar layer of one silicide, $\mathrm{Ni}_a\mathrm{Si}_b$, grows between the two elements. Its volume per formula unit is $V$; the volumes per atom in the unreacted elements are $V_\mathrm{Ni}$ and $V_\mathrm{Si}$.

After the anneal the markers lie inside the silicide. The silicide between them and the nickel has thickness $x_N$, and that between them and the silicon has thickness $x_S$. The total is $x=x_N+x_S$. Nickel and silicon both remain.

Let $J_\mathrm{Ni}$ be the flux of nickel atoms towards the silicon and $J_\mathrm{Si}$ that of silicon atoms towards the nickel. Both are positive magnitudes, measured relative to the silicide lattice. The fractional nickel flux is $J_\mathrm{Ni}/(J_\mathrm{Ni}+J_\mathrm{Si})$.

1. Find the fractional fluxes from $x_N$ and $x_S$, and state when they hold at each instant.
2. Compare the nickel fraction with the thickness fraction $x_S/x$. Where do the markers lie in $\mathrm{Ni_2Si}$ if the two fluxes are equal?
3. Find the marker depth below the free surface and the marker displacement relative to the unreacted wafer.
4. Extend the count to several silicides growing together.
5. Evaluate the results for $\mathrm{Ni_2Si}$ with $h=200$ nm, $x=150$ nm and $x_N=15$ nm. Use the rough volumes $V_\mathrm{Ni}=0.0109$, $V_\mathrm{Si}=0.0200$ and $V=0.0328\ \mathrm{nm^3}$. Judge the uncertainty.

Assume a fixed silicide composition, no voids, negligible dissolution of either element in the other's unreacted layer, and expansion normal to the film. The markers move with the surrounding lattice, do not obstruct transport, and are not dragged by an interface.

## Solution

### 1. Counting the atoms that crossed

Consider unit area of the marker plane. At the start, there was no nickel on its silicon side. All nickel now found there must therefore have crossed the plane. It is contained in silicide of thickness $x_S$, which has $1/V$ formula units per volume and $a$ nickel atoms per unit. Hence

$$N_\mathrm{Ni}=\frac{a x_S}{V}.$$

Likewise, there was no silicon on the nickel side at the start. The silicon now there has crossed in the other direction:

$$N_\mathrm{Si}=\frac{b x_N}{V}.$$

The fraction of all crossings made by nickel is

$$f_\mathrm{Ni}=\frac{N_\mathrm{Ni}}{N_\mathrm{Ni}+N_\mathrm{Si}}
=\frac{a x_S/V}{a x_S/V+b x_N/V}.$$

Multiplying numerator and denominator by $V$ gives

$$\boxed{f_\mathrm{Ni}=\frac{a x_S}{a x_S+b x_N}},\qquad
f_\mathrm{Si}=1-f_\mathrm{Ni}=\frac{b x_N}{a x_S+b x_N}.$$

The thicknesses are crossed over: silicide on the silicon side records nickel transport, and silicide on the nickel side records silicon transport.

These are time-integrated fractions. To relate them to the instantaneous fluxes, differentiate the two counts:

$$J_\mathrm{Ni}=\frac{dN_\mathrm{Ni}}{dt}=\frac{a}{V}\frac{dx_S}{dt},\qquad
J_\mathrm{Si}=\frac{dN_\mathrm{Si}}{dt}=\frac{b}{V}\frac{dx_N}{dt}.$$

If $J_\mathrm{Ni}/J_\mathrm{Si}=r$ is constant, then $N_\mathrm{Ni}=rN_\mathrm{Si}$ at every time, because both counts start at zero. The integrated and instantaneous fractions then agree. This does not require parabolic growth.

The fluxes at the markers also represent the rest of this layer. At fixed composition, the concentrations $a/V$ and $b/V$ do not change. With no lattice sites created or removed inside the layer, conservation relative to the lattice gives $\partial J/\partial z=0$ for each element.

The same growth rates follow from balances at the moving interfaces. Let $z$ point from silicon to nickel, with the wafer at rest. Let $u$ be the silicide lattice velocity, and let $w_1$ and $w_2$ be the velocities of the silicon-side and nickel-side interfaces. No nickel enters the silicon, and no silicon enters the nickel, so

$$\frac{a}{V}(u-w_1)-J_\mathrm{Ni}=0,\qquad
\frac{b}{V}(u-w_2)+J_\mathrm{Si}=0.$$

The signs reflect nickel moving along $-z$ and silicon along $+z$. Since the markers move at velocity $u$,

$$\frac{dx_S}{dt}=u-w_1=\frac{VJ_\mathrm{Ni}}{a},\qquad
\frac{dx_N}{dt}=w_2-u=\frac{VJ_\mathrm{Si}}{b},$$

in agreement with the counts.

A changing flux ratio shows what the markers remember. In a numerical $\mathrm{Ni_2Si}$ case, the instantaneous nickel fraction fell linearly in time from 0.95 to 0.70, over 3600 s, while the total flux decreased with thickness as $200/(x+5)\ \mathrm{nm^{-2}\,s^{-1}}$, with $x$ in nanometres. The accumulated crossings gave 0.865, and so did the final marker position. The markers therefore did not report the final value, 0.70.

### 2. Flux fraction and thickness fraction

Write $g=x_S/x$, so that $x_N/x=1-g$. Dividing the boxed result above and below by $x$ gives

$$f_\mathrm{Ni}=\frac{ag}{ag+b(1-g)}.$$

Subtract $g$:

$$f_\mathrm{Ni}-g
=\frac{ag-ag^2-bg(1-g)}{ag+b(1-g)}
=\frac{(a-b)g(1-g)}{ag+b(1-g)}.$$

The two fractions agree if $a=b$, or if growth is entirely one-sided, $g=0$ or $1$. Otherwise they answer different questions: $g$ is the share of silicide grown at the silicon interface, whereas $f_\mathrm{Ni}$ is a share of transported atoms.

To predict the marker position from the fluxes, use $x_S=VN_\mathrm{Ni}/a$ and $x_N=VN_\mathrm{Si}/b$:

$$\frac{x_N}{x}
=\frac{f_\mathrm{Si}/b}{f_\mathrm{Ni}/a+f_\mathrm{Si}/b}
=\frac{a(1-f_\mathrm{Ni})}{a(1-f_\mathrm{Ni})+b f_\mathrm{Ni}}.$$

The last step multiplies numerator and denominator by $ab$. For $\mathrm{Ni_2Si}$ and equal fluxes,

$$\frac{x_N}{x}=\frac{2(1/2)}{2(1/2)+1/2}=\frac23.$$

The markers lie two thirds of the way from the nickel interface to the silicon interface. One silicon atom crossing the markers supports one formula unit on the nickel side, but two nickel atoms are needed per unit on the silicon side.

If nickel alone moves, $x_N=0$ and the markers remain at the nickel-silicide interface. If silicon alone moves, $x_S=0$ and they remain at the silicon-silicide interface. These limits need care in an experiment: markers dragged by the nickel interface would also give $x_N=0$, and hence an apparent $f_\mathrm{Ni}=1$, even if silicon moved.

### 3. Where the markers appear

The whole silicide contains $ax/V$ nickel atoms per area. They came from a nickel thickness $axV_\mathrm{Ni}/V$. The remaining film is therefore $h-axV_\mathrm{Ni}/V$ thick, and the markers lie $x_N$ beneath it:

$$d=h-\frac{axV_\mathrm{Ni}}{V}+x_N.$$

The silicide also contains $bx/V$ silicon atoms per area, so the silicon interface has receded by $bxV_\mathrm{Si}/V$. The markers are $x_S$ above that interface. Relative to the unreacted wafer, their rise from the original contact plane is

$$s=x_S-\frac{bxV_\mathrm{Si}}{V}.$$

A negative $s$ would mean sinking. The volumes matter for $d$ and $s$, although $V$ cancels from the flux fraction. Taking the markers as fixed relative to the wafer would impose $s=0$, which the atom balances do not require.

### 4. Several silicides

Let layer $i$ have composition $a_i,b_i$ and formula volume $V_i$. Let $x_{S,i}$ and $x_{N,i}$ be its thicknesses on the silicon and nickel sides of the markers. The initial-content argument is unchanged, so the atoms are summed:

$$N_\mathrm{Ni}=\sum_i\frac{a_i x_{S,i}}{V_i},\qquad
N_\mathrm{Si}=\sum_i\frac{b_i x_{N,i}}{V_i}.$$

The volumes no longer cancel in general. The result also belongs to the marker plane, since an interface between two silicides can take up or release atoms.

For example, let $\mathrm{NiSi}$ grow beneath $\mathrm{Ni_2Si}$, with the markers in the latter. Take constant nickel and silicon fluxes of 1.4 and 0.1 $\mathrm{nm^{-2}\,s^{-1}}$ in $\mathrm{Ni_2Si}$, and 1.0 and 0.1 in $\mathrm{NiSi}$. The fraction at the markers is $1.4/1.5=0.933$, and integrating the interface motion and summing the layers returned 0.933. In the lower layer the fraction is $1.0/1.1=0.909$, which these markers do not measure.

With several layers the markers need not stay in one plane inside one layer. Let $p$ units of $\mathrm{Ni_2Si}$ and $q$ units of $\mathrm{NiSi}$ form per area and time at the interface between the two. Then $2p+q$ is the nickel flux arriving minus that leaving, and $p+q$ is the same for silicon. Above, $p=0.4$ and $q=-0.4$, so the markers gather in $\mathrm{Ni_2Si}$. With fluxes 1.4 and 0.1 in $\mathrm{Ni_2Si}$ but 0.8 and 0.5 in $\mathrm{NiSi}$, $p=q=0.2$: new material forms on both sides of the interface and the markers split into two planes, which give 0.933 and $0.8/1.3=0.615$. With 0.8 and 0.25 in $\mathrm{Ni_2Si}$ and 1.0 and 0.1 in $\mathrm{NiSi}$, $p=-0.05$ and $q=-0.1$: both layers are consumed there and the markers collect at the interface. The layer sum is then $0.9/(0.9+0.2)=0.818$, the flux fraction of neither layer.

### 5. The 150 nm layer

Here $x_S=150-15=135$ nm, $a=2$ and $b=1$. The crossings are

$$N_\mathrm{Ni}=\frac{2(135)}{0.0328}=8232\ \mathrm{nm^{-2}},\qquad
N_\mathrm{Si}=\frac{15}{0.0328}=457\ \mathrm{nm^{-2}}.$$

Since $1\ \mathrm{nm^{-2}}=10^{14}\ \mathrm{cm^{-2}}$, these are $8.2\times10^{17}$ and $4.6\times10^{16}\ \mathrm{cm^{-2}}$. The fractions are

$$f_\mathrm{Ni}=\frac{2(135)}{2(135)+15}=0.947,\qquad f_\mathrm{Si}=0.053.$$

Eighteen nickel atoms crossed for each silicon atom. The thickness fraction is $135/150=0.900$; reading it as a flux fraction would give a silicon share of 0.100, nearly twice the correct 0.053.

The nickel consumed is $2(150)(0.0109)/0.0328=99.7$ nm, leaving 100.3 nm. The marker depth is thus $100.3+15=115.3$ nm. The silicon consumed is $150(0.0200)/0.0328=91.5$ nm, so the markers have risen by $135-91.5=43.5$ nm relative to the wafer. Since the volumes are rough, these results should be read as about 115 nm and 44 nm. The markers are closer to the surface than their initial 200 nm, and they have also left their original plane.

**Uncertainty and the real case.** Nickel-rich $\mathrm{Ni_2Si}$ growth with nickel as the main moving species is typical of nickel films on silicon annealed near 300 °C. The thicknesses here are chosen data in that regime, not a reported measurement. Each change below is made alone, with the other data held fixed.

- **Marker depth.** A 5 nm error in $x_N$, at fixed $x$, moves $f_\mathrm{Ni}$ to 0.966 or 0.929. The silicon share then ranges from 0.034 to 0.071.
- **Initial position.** If the markers began 2 nm inside the nickel, the nickel initially beneath them must be subtracted from $N_\mathrm{Ni}$, giving 0.946. If they began 2 nm inside the silicon, the silicon initially above them must be subtracted from $N_\mathrm{Si}$, giving 0.958.
- **Dissolved silicon.** An assumed 1 at.% silicon in the remaining nickel adds 92 $\mathrm{nm^{-2}}$ to the 457 already counted. The nickel fraction becomes 0.937.
- **A second silicide.** If the lowest 10 nm is $\mathrm{NiSi}$, with a rough formula volume of 0.0243 $\mathrm{nm^3}$, the fraction becomes 0.946.

At the sizes chosen here, the depth error moves the result most, but the ranking depends on those sizes. Per nanometre a start inside the silicon matters more: 5 nm of it would give 0.975. An assumed 5 at.% of dissolved silicon would give 0.900. Take now the 5 nm depth error. With that error alone, a reasonable reading is $f_\mathrm{Ni}\approx0.95\pm0.02$ and $f_\mathrm{Si}\approx0.05\pm0.02$. The relative uncertainty of the minority flux is much larger than that of the majority flux. The same depth error matters more in a thinner layer: with these volumes, a 10 nm nickel film can give at most about 15 nm of $\mathrm{Ni_2Si}$, and 5 nm is a third of that. Marker drag and obstruction are not included in this estimate. Two further corrections are small: if each counted species is 0.5 at.% below its nominal content the fraction becomes 0.948, and an assumed $10^{15}\ \mathrm{cm^{-3}}$ of nickel through a 500 µm wafer shifts it by about $3\times10^{-6}$.

## Computed results

```
INPUTS (round data; volumes rough)
initial Ni film: 200 nm
Ni2Si thickness x: 150 nm
marker to Ni interface x_N: 15 nm
marker to Si interface x_S: 135 nm
volume per Ni atom: 0.0109 nm^3
volume per Si atom: 0.0200 nm^3
volume per Ni2Si unit: 0.0328 nm^3
volume per NiSi unit: 0.0243 nm^3
RESULTS
Ni crossed: 8232 nm^-2 = 8.232e+17 cm^-2
Si crossed: 457 nm^-2 = 4.573e+16 cm^-2
Ni flux fraction: 0.9474
Si flux fraction: 0.0526
flux ratio Ni/Si: 18.00
thickness fraction x_S/x: 0.9000
Ni consumed: 99.7 nm
Ni remaining: 100.3 nm
Si consumed: 91.5 nm
marker depth below surface: 115.3 nm
marker rise relative to wafer: 43.5 nm
TEST CASES
largest error in one-phase fraction: 2.2e-16
Ni2Si, equal fluxes, x_N/x: 0.6667
drifting ratio, start fraction: 0.9500
drifting ratio, final fraction: 0.7000
drifting ratio, counted crossings: 0.8653
drifting ratio, from marker: 0.8653
two phases, counted at marker: 0.9333
two phases, from layer sums: 0.9333
two phases, fraction in lower NiSi: 0.9091
NEGLECTED EFFECTS: Ni fraction if
x_N is 10 nm, same x: 0.9655
x_N is 20 nm, same x: 0.9286
marker began 2 nm inside Ni: 0.9462
marker began 2 nm inside Si: 0.9584
lowest 10 nm is NiSi: 0.9461
remaining Ni holds 1 at.% Si: 0.9374
  that dissolved Si: 92 nm^-2
counted species each 0.5 at.% low: 0.9477
wafer thickness assumed: 500 um
Ni in wafer, assumed ceiling: 1e+15 cm^-3
  that dissolved Ni: 0.50 nm^-2
  Ni fraction shift: 3.0e-06
```
